# Cutoff Wavelength of a Schottky Internal-Photoemission Detector

## The problem

A palladium contact on p-type silicon serves as an infrared detector. Light is absorbed in the metal, and holes that cross from the metal into the silicon form the photocurrent. The barrier, measured at the interface from the Fermi level of the metal down to the valence-band edge of the silicon, is \(\Phi=0.45\) eV. Find the cutoff wavelength at zero temperature, neglecting image-force lowering of the barrier.

The cutoff wavelength \(\lambda_c\) is the wavelength at and beyond which the photocurrent vanishes, while it is nonzero just below. The silicon gap is taken as \(E_g=1.12\) eV, a rough value. Energies are in eV and wavelengths in nm, so the useful constant is \(hc=1239.84\) eV nm.

## A tempting solution

A photodetector needs mobile carriers in its semiconductor. In silicon, a photon makes them by lifting an electron from the valence band to the conduction band, which costs at least the gap. The Schottky barrier supplies the field that separates the electron from the hole, but it does not change the cost of making them. The condition is therefore \(h\nu\ge E_g\), and

\[
\lambda=\frac{hc}{E_g}=\frac{1239.84\ \text{eV nm}}{1.12\ \text{eV}}=1107\ \text{nm}.
\]

On this view the 0.45 eV given in the problem is not needed.

## Where it fails

The arithmetic is right, and the result is the absorption edge of silicon. The fault lies in the first use of the word "make": the argument assumes that the mobile carrier must be created inside the semiconductor, by a transition between its bands. In this detector the photon is absorbed in the metal. A metal has occupied and empty states on either side of its Fermi level with no gap between them, so a photon of any energy can produce a hot hole there. The hole then enters a valence band that already exists. No electron has to cross the silicon gap.

The energy to be paid is thus the cost of carrying a hole from the metal into the silicon, and that cost is the barrier. Since \(\Phi<E_g\), there is a range of photon energies in which silicon is transparent and the contact still responds.

## The right solution

**Assumptions.** Each carrier is excited by one photon. At zero temperature there are no phonons to absorb, and the metal states are filled up to the Fermi level and empty above it. Carriers do not tunnel through the barrier. Impurities in the silicon contribute no photocurrent. The metal has states near its Fermi level from which holes can reach the interface with small wavevector parallel to it.

**Energy available to a hole.** Put the zero of electron energy at the Fermi level. Let an electron start at energy \(-\varepsilon\). The hole it leaves behind has energy \(\varepsilon\), counted downward from the Fermi level. The starting state must be occupied, and the final state must be empty:

\[
-\varepsilon<0,\qquad -\varepsilon+h\nu>0 .
\]

The first condition gives \(\varepsilon>0\), and the second gives \(\varepsilon<h\nu\). Hence

\[
0<\varepsilon<h\nu .
\]

The most energetic holes come from electrons that start deep and end just above the Fermi level. In that limit nearly all the photon energy goes to the hole and almost none to the electron.

**Energy needed to escape.** At a flat, regular interface the wavevector component parallel to the interface, \(k_\parallel\), is conserved. The top of the valence band of silicon lies at zero wavevector. With an effective mass \(m_s\) for holes in silicon, a hole that arrives with \(k_\parallel\) must still have the energy \(\hbar^2k_\parallel^2/2m_s\) of parallel motion after it crosses. What remains beyond the barrier has to cover this:

\[
\varepsilon-\Phi>\frac{\hbar^2k_\parallel^2}{2m_s}.
\]

The right side is never negative, so every escaping hole has \(\varepsilon>\Phi\). The requirement is least severe at \(k_\parallel=0\), where it reduces to \(\varepsilon>\Phi\).

**The threshold.** An escaping hole satisfies both \(\varepsilon<h\nu\) and \(\varepsilon>\Phi\). Such an \(\varepsilon\) exists if and only if

\[
h\nu>\Phi .
\]

If \(h\nu\le\Phi\), no hole can escape. If \(h\nu>\Phi\), there are energies between \(\Phi\) and \(h\nu\), and holes at those energies with small enough \(k_\parallel\) do escape. Substituting \(\nu=c/\lambda\) gives \(hc/\lambda>\Phi\). Both \(\lambda\) and \(\Phi\) are positive, so multiplying by \(\lambda/\Phi\) preserves the inequality:

\[
\lambda<\lambda_c,\qquad \lambda_c=\frac{hc}{\Phi}.
\]

For the given barrier,

\[
\lambda_c=\frac{1239.84\ \text{eV nm}}{0.45\ \text{eV}}=2755\ \text{nm}\approx 2.76\ \mu\text{m}.
\]

This corresponds to a frequency of about 109 THz.

**Average and best carriers.** If holes are produced uniformly between 0 and \(h\nu\), their mean energy is \(h\nu/2\). Requiring this mean to exceed \(\Phi\) would give half the wavelength found above. That would be a statement about typical carriers. A cutoff is set by the most favourable ones, however few they are.

**The other carrier.** Each absorbed photon also leaves a hot electron. The conduction-band edge at the interface lies \(1.12-0.45=0.67\) eV above the Fermi level. Near the cutoff the electron has at most about 0.45 eV, so it cannot enter the silicon and cancel the hole current.

For a contact on n-type material, where electrons are emitted, the argument is the same with energies counted upward and \(\Phi\) measured to the conduction-band edge. If that edge lies at a nonzero parallel wavevector, the metal must supply carriers with that wavevector. If it cannot, and no scattering at the interface makes up the difference, the cutoff is shorter than \(hc/\Phi\).

## How the response approaches the cutoff

The threshold says where the response ends, but not how strong it is nearby. A simple model gives an estimate. Let the hot holes be uniform in energy from 0 to \(h\nu\), move in all directions with equal probability, and have one wavevector magnitude \(k_m\) in the metal. Ignore scattering on the way to the interface and reflection at it.

For a hole moving at angle \(\theta\) to the interface normal, \(k_\parallel=k_m\sin\theta\). Define

\[
E_m=\frac{\hbar^2k_m^2}{2m_s},
\]

so that the escape condition becomes

\[
\sin^2\theta<s,\qquad s=\frac{\varepsilon-\Phi}{E_m}.
\]

The energy \(E_m\) is what motion parallel to the interface would cost in silicon if all of \(k_m\) were parallel; it is not the kinetic energy in the metal. The allowed directions form a cone around the normal with \(\cos\theta_{\max}=\sqrt{1-s}\). Its solid angle is \(2\pi(1-\cos\theta_{\max})\), out of \(4\pi\) for all directions, so for \(s\ll1\) the escaping fraction is

\[
\frac{1-\sqrt{1-s}}{2}=\frac{s}{4}+\frac{s^2}{16}+\dots\approx\frac{\varepsilon-\Phi}{4E_m}.
\]

Averaging the leading term over the hole energies gives the yield \(Y\), the number of emitted holes per absorbed photon:

\[
Y\approx\frac{1}{h\nu}\int_\Phi^{h\nu}\frac{\varepsilon-\Phi}{4E_m}\,d\varepsilon
=\frac{(h\nu-\Phi)^2}{8E_m\,h\nu}.
\]

One power of the excess energy comes from the number of holes above the barrier, the other from the opening of the escape cone. The response therefore reaches zero with zero slope. At zero temperature and without tunnelling, a measured signal therefore disappears into noise before the true cutoff, and the wavelength at which it does so depends on the noise. At room temperature, thermal rounding can keep the signal visible beyond \(hc/\Phi\).

The quadratic law suggests a better way to find the threshold. Within this zero-temperature model \(\sqrt{Yh\nu}\) is proportional to \(h\nu-\Phi\), so a straight line through data taken above threshold extrapolates to zero at \(h\nu=\Phi\).

The exponent is less secure than the threshold. At an abrupt potential step, quantum reflection multiplies the escape probability by a factor that vanishes as the square root of the energy left for motion along the normal. This adds a power \(1/2\), and the yield then starts as \((h\nu-\Phi)^{5/2}\). The threshold stays where it was, but \(\sqrt{Yh\nu}\) is then no longer a straight line near it: the plot curves upward there, and a straight line fitted just above threshold extrapolates to an energy slightly above \(\Phi\). Farther up, the reflection factor gradually departs from the square root, and the extrapolated energy also depends on the hole velocity in the metal. With the numbers used below and a velocity \(\hbar k_m/m_0\) in the metal, a line fitted between 0.46 and 0.50 eV extrapolates about 5 meV above \(\Phi\), and one fitted between 0.50 and 0.70 eV about 20 meV above it, an error of about 0.1 µm in the cutoff. The yield at 1550 nm then falls to about 0.0015.

**Numbers.** Take the round values \(k_m=10\ \text{nm}^{-1}\) and \(m_s=0.5\,m_0\), with \(m_0\) the free-electron mass. Then \(E_m=7.62\) eV. At 1550 nm the photon energy is \(1239.84/1550=0.7999\) eV, which exceeds the barrier by 0.3499 eV, and

\[
Y\approx\frac{(0.3499)^2}{8\times7.62\times0.7999}=0.00251 .
\]

In this model about one absorbed photon in 400 yields a carrier. The figure gives only the order of magnitude: 0.35 eV into the valence band is far beyond the 44 meV split-off energy, the bands are warped, and the heavy-hole mass for parallel motion there is nearer \(1.5\,m_0\) than \(0.5\,m_0\), which would widen the cone and raise the yield about threefold. At 3000 nm the photon energy is 0.4133 eV, below the barrier, and the yield is zero.

These statements were tested by counting. Initial electron energies were placed on a grid with spacing \(10^{-5}\) eV, and a million directions were taken toward the interface. Each hole was subjected to the occupation rule and the escape condition, and the longest wavelength with a nonzero count was located by repeated halving of an interval. The result was 2755.1 nm, against 2755.2 nm from \(hc/\Phi\). Raising \(k_m\) by a factor 1.4 changes the yield but left the counted cutoff at 2755.1 nm.

The counted yield at 1550 nm is 0.253 percent, against 0.251 percent from the quadratic law. The difference comes from the term \(s^2/16\): integrated in the same way, it raises the yield by the fraction \((h\nu-\Phi)/(6E_m)=0.3499/45.7\), or 0.8 percent. A straight line fitted to the counted \(\sqrt{Yh\nu}\) between 0.50 and 0.70 eV extrapolates to 0.4502 eV, close to the barrier of 0.45 eV. This closeness belongs to the zero-temperature model without reflection. At 300 K the thermal tail moves the same extrapolation to about 0.432 eV.

## How well the answer is determined

Differentiating \(\lambda_c=hc/\Phi\) gives

\[
\frac{d\lambda_c}{d\Phi}=-\frac{hc}{\Phi^2}=-\frac{\lambda_c}{\Phi}
=-\frac{2755\ \text{nm}}{450\ \text{meV}}=-6.12\ \text{nm/meV}.
\]

A barrier known to within 5 meV fixes the cutoff to within about 31 nm. This is why the result is best quoted as 2.76 µm, although the formula can be evaluated to more digits.

## What the neglected effects would do

The solution above leaves out image-force lowering, tunnelling and temperature. The sizes of the first two depend on the field at the interface, which is set by the doping and bias; the size of the third follows from the thermal energy. Take an acceptor density \(N=10^{16}\ \text{cm}^{-3}\), a total band bending \(\psi=1.4\) V and a relative permittivity of 11.7, all rough or round values. In what follows \(q\) is the elementary charge and \(\varepsilon_s\) the permittivity of silicon.

**Field at the interface.** In a uniformly doped depletion layer of width \(w\), the field falls linearly from \(F=qNw/\varepsilon_s\) at the metal to zero. The area under this triangle is the band bending, \(\psi=Fw/2\). Replacing \(w\) by \(2\psi/F\) in the first relation gives

\[
F^2=\frac{2qN\psi}{\varepsilon_s},\qquad F=0.066\ \text{MV/cm},\qquad w=425\ \text{nm}.
\]

This field is about a fifth of the rough breakdown field of silicon, 0.3 MV/cm.

**Image force.** A hole at distance \(x\) from the metal is attracted by an image charge at distance \(2x\), with force \(q^2/(16\pi\varepsilon_sx^2)\). The corresponding energy is \(-q^2/(16\pi\varepsilon_sx)\). Close to the metal, where the field is nearly uniform, the hole energy at the band edge is

\[
U(x)=\Phi-qFx-\frac{q^2}{16\pi\varepsilon_sx}.
\]

Setting \(dU/dx=0\) gives \(qF=q^2/(16\pi\varepsilon_sx_m^2)\), so the barrier top lies at \(x_m=\sqrt{q/(16\pi\varepsilon_sF)}=2.16\) nm. There the two lowering terms are equal, and their sum is

\[
\Delta\Phi=2qFx_m=q\sqrt{\frac{qF}{4\pi\varepsilon_s}}=28.5\ \text{meV}.
\]

The cutoff moves to \(1239.84/(0.45-0.0285)\approx2941\) nm, longer by 186 nm, or 7 percent of the ideal value. The lowering grows as \(F^{1/2}\), so with the image force included the cutoff depends on bias. In the ideal problem it does not.

**Tunnelling.** Without the image force, the barrier seen by a hole an energy \(\delta\) below its top is a triangle of thickness \(\delta/qF\). The semiclassical (WKB) transmission is \(e^{-S}\), with

\[
S=\frac{2}{\hbar}\int_0^{\delta/qF}\!\!\sqrt{2m(\delta-qFx)}\,dx
=\frac{4\sqrt{2m}\,\delta^{3/2}}{3\hbar qF}.
\]

For a light hole of rough mass \(m=0.16\,m_0\), \(S=1\) at \(\delta=18\) meV. Heavier holes tunnel less, since this depth varies as \(m^{-1/3}\). A barrier lower by 18 meV would have a cutoff 115 nm longer, a rough measure of how far the edge of this triangular barrier is blurred. When the band bending exceeds the barrier, \(q\psi>\Phi\), as it does here, tunnelling leaves no strict cutoff even at zero temperature, only a rapidly falling tail. At zero bias the tail ends, at far longer wavelength, where the hole can no longer reach the valence band of the bulk. The 115 nm should not be added to the 186 nm: the image force reshapes the same few nanometres through which the hole would tunnel. For the rounded barrier, \(S=1\) lies about 37 meV below the ideal top, only about 8 meV below the lowered one, for a combined shift of about 240 nm.

**Temperature.** At temperature \(T\), some states just below the Fermi level are empty and can receive the excited electron. A hole of energy \(\Phi+x\) can then be made by a photon of energy \(\Phi\), if the state at \(-x\) is empty. The probability of that is \(1/(e^{x/kT}+1)\), with \(k\) the Boltzmann constant. Weighting by the escape factor, which is proportional to \(x\), gives the signal at the nominal cutoff:

\[
\int_0^\infty\frac{x\,dx}{e^{x/kT}+1}=(kT)^2\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{12}(kT)^2 .
\]

The sum comes from expanding the fraction in powers of \(e^{-x/kT}\) and integrating term by term. At zero temperature, a photon with excess energy \(\Delta\) gives \(\int_0^\Delta x\,dx=\Delta^2/2\) in the same units. The two are equal when \(\Delta=\pi kT/\sqrt6\), which is 8.8 meV at 80 K and 33 meV at 300 K. At 80 K the thermal rounding is thus smaller than the image-force shift; at 300 K it is comparable.

**Dark current.** Temperature also drives holes over the barrier without light. Summing charge times normal velocity over the states above the barrier, with Boltzmann occupation and two spin states, gives

\[
J=\frac{2q}{(2\pi)^3}\,\frac{2\pi m_skT}{\hbar^2}\,\frac{kT}{\hbar}\,e^{-\Phi/kT}
=\frac{4\pi qm_sk^2T^2}{h^3}\,e^{-\Phi/kT}.
\]

The second factor comes from the parallel motion and the third from the normal motion. With \(m_s=0.5\,m_0\) and the barrier held at 0.45 eV, \(J\) is 0.15 A/cm² at 300 K and \(1.7\times10^{-23}\) A/cm² at 80 K. For comparison, the model yield at 1550 nm gives \(0.00253/0.80\approx0.0032\) A per absorbed watt. At 300 K, one absorbed watt per square centimetre would produce a photocurrent some fifty times smaller than the dark current. A steady dark current can be subtracted, but its random fluctuations remain, and they limit how weak a signal can be detected. Cooling lowers that limit by reducing the dark current. The single mass makes the prefactor of \(J\) uncertain by a factor of two to three. Both values of \(J\) are for the barrier without image-force lowering. The lowering found above would multiply them by \(e^{\Delta\Phi/kT}\), about 3 at 300 K and 60 at 80 K. Leakage by other paths is not included, and at 80 K it can exceed the thermionic current.

## The ideal result beside a real contact

Reported barriers of palladium and palladium-silicide contacts on p-type silicon lie roughly between 0.3 and 0.4 eV, with palladium-silicide detectors near 0.35 eV and a cutoff near 3.5 µm. The given 0.45 eV is therefore on the high side and is not a measured value for a particular device. Heating such a contact forms a silicide, and the barrier depends on preparation. A barrier of 0.40 eV would put the ideal cutoff at 3100 nm, a larger change than the image force causes here. A real contact departs from both idealisations in the problem: it works at a nonzero temperature, and the field at its interface lowers the barrier through the image force. For the doping and bias used above, that lowering moves the cutoff by about 0.19 µm. The yield is less certain than the cutoff, because scattering, interface reflection and the band structure of the metal all enter it. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Barrier: 0.45 eV
h c: 1239.84 eV nm
Cutoff wavelength hc/barrier: 2755.2 nm
Cutoff wavelength: 2.755 um
Cutoff frequency: 108.8 THz
Cutoff from state count: 2755.1 nm
Same, metal wavevector x 1.4: 2755.1 nm
Sensitivity of cutoff: -6.12 nm/meV
Silicon gap (rough input): 1.12 eV
Silicon absorption edge hc/gap: 1107 nm
Metal wavevector (input): 10 1/nm
Escape mass (rough input): 0.50 m0
Matching energy E_m: 7.62 eV
Photon energy at 1550 nm: 0.7999 eV
Counted yield at 1550 nm: 0.253 percent
Yield law at 1550 nm: 0.251 percent
Photon energy at 3000 nm: 0.4133 eV
Counted yield at 3000 nm: 0.000 percent
Intercept of sqrt(Y h nu) plot: 0.4502 eV
Doping (input): 1e+16 cm^-3
Band bending (input): 1.4 V
Relative permittivity (input): 11.7
Depletion width: 425 nm
Interface field: 0.0658 MV/cm
Breakdown field (rough input): 0.3 MV/cm
Image-force lowering: 28.5 meV
Distance of barrier top from metal: 2.16 nm
Cutoff with image force: 2941 nm
Shift by image force: 186 nm
Light-hole mass (rough input): 0.16 m0
Tunnelling depth at 1/e: 18.0 meV
Cutoff blur by that depth: 115 nm
kT at 80 K: 6.89 meV
Equivalent excess at 80 K: 8.8 meV
Dark current at 80 K: 1.7e-23 A/cm2
kT at 300 K: 25.85 meV
Equivalent excess at 300 K: 33.2 meV
Dark current at 300 K: 1.5e-01 A/cm2
```
